\section*{Spin accumulation resistance of one transparent ferromagnet–normal metal contact, part 2}

A ferromagnet F fills $-L_F<x<0$ and a normal metal N fills $0<x<L_N$. A steady charge current of density $J$ flows along $+x$. With electron charge $-e$, the electrochemical potentials $\mu_\pm$ of the two spin channels are written as voltages $V_\pm=-\mu_\pm/e$. At the outer electrodes $V_+=V_-$. The contact at $x=0$ is transparent: it has no resistance and flips no spins, so $V_\pm$ and the channel currents $J_\pm$ are continuous. The question is how much resistance it adds, and where.

A prime means $d/dx$. Resistivity $\rho$ and spin diffusion length $l$ take the subscript F or N. Channel conductivities are $\sigma_\pm=(1\pm\beta)/(2\rho)$, with $\beta=0$ in N, and $g$ is the spin-flip conductance per volume. The accumulation is $D=V_+-V_-$. The conductivity-weighted mean $W$ of $V_\pm$ follows the bulk line, $W'=-\rho J$, and is what the terminals read. The channel laws and their consequences are
\begin{equation}
J_\pm=-\sigma_\pm V_\pm' .
\label{ohm}
\end{equation}
\begin{equation}
J_+'=-gD,\qquad J_-'=+gD .
\label{balance}
\end{equation}
\begin{equation}
D''=\frac{D}{l^2},\qquad
\frac1{l^2}=g\left(\frac1{\sigma_+}+\frac1{\sigma_-}\right).
\label{diffusion}
\end{equation}
\begin{equation}
V_+=W+\frac{1-\beta}{2}D,\qquad V_-=W-\frac{1+\beta}{2}D .
\label{invert}
\end{equation}
The spin current $J_s=J_+-J_-$ is
\begin{equation}
J_s=\beta J-\frac{1-\beta^2}{2\rho}D' .
\label{spincurrent}
\end{equation}
In arms much longer than $l$, $D$ decays exponentially from its contact values $D_F$ and $D_N$, and
\begin{equation}
r_F=\frac{\rho_Fl_F}{1-\beta^2},\qquad r_N=\rho_Nl_N .
\label{rdef}
\end{equation}
\begin{equation}
J_s(0^-)=\beta J-\frac{D_F}{2r_F},\qquad J_s(0^+)=\frac{D_N}{2r_N}.
\label{sides}
\end{equation}
At the transparent contact $D_F=D_N=D_0$, with
\begin{equation}
D_0=2\beta J\,\frac{r_Fr_N}{r_F+r_N},\qquad
J_s(0)=\frac{D_0}{2r_N}=\beta J\,\frac{r_F}{r_F+r_N}.
\label{D0}
\end{equation}
The terminal voltage divided by $J$ is
\begin{equation}
\rho_FL_F+\rho_NL_N+R_s,\qquad
R_s=\beta^2\,\frac{r_Fr_N}{r_F+r_N}.
\label{Rs}
\end{equation}
Without spin flips, part (e) found the same form of excess, with $A=\rho_FL_F/(1-\beta^2)$ and $B=\rho_NL_N$ replacing $r_F$ and $r_N$.

\subsection*{(f) Where is the extra power dissipated, and where does the voltage drop?}

\textit{Find the heat produced beyond that of the two bulk metals, and its division between F and N. Compare it with the voltage profile seen by a local probe that couples equally to both spins.}

\textbf{Solution.} The electrical power flowing along the wire, per area, is $V_+J_++V_-J_-$. Its decrease along $x$ is the heat produced per volume:
\begin{align*}
-\frac{d}{dx}(V_+J_++V_-J_-)
&=-V_+'J_+-V_-'J_--V_+J_+'-V_-J_-'\\
&=\frac{J_+^2}{\sigma_+}+\frac{J_-^2}{\sigma_-}+gD^2 .
\end{align*}
The last term arises from $V_+gD-V_-gD$. It is the heat of charge $gD$ falling through the voltage $D$ in spin flips. At the contact $V_\pm$ and $J_\pm$ are all continuous, so the power flow is continuous as well, and no heat is produced in the plane itself.

To separate the bulk part of the ohmic heat, write $\delta=J_s-\beta J$. Then $J_\pm=\frac12[(1\pm\beta)J\pm\delta]$, and
\[
\frac{J_\pm^2}{\sigma_\pm}=\frac{2\rho}{1\pm\beta}\,J_\pm^2
=\rho\left[\frac{1\pm\beta}{2}J^2\pm J\delta+\frac{\delta^2}{2(1\pm\beta)}\right].
\]
In the sum the terms linear in $\delta$ cancel. With $\frac1{1+\beta}+\frac1{1-\beta}=\frac2{1-\beta^2}$ the result is $\rho J^2+\rho\delta^2/(1-\beta^2)$. The first term is the bulk heat. Since $\delta=-(1-\beta^2)D'/(2\rho)$, the second is
\[
h_{\rm ohm}=\frac{1-\beta^2}{4\rho}\,D'^2 .
\]
For the spin-flip heat, the definition of the diffusion length gives $1/l^2=g(1/\sigma_++1/\sigma_-)=4\rho g/(1-\beta^2)$, so
\[
h_{\rm flip}=gD^2=\frac{1-\beta^2}{4\rho}\,\frac{D^2}{l^2}.
\]
In a long arm $|D'|=|D|/l$ except near the outer end, where both $D$ and $D'$ are negligible. The two kinds of excess heat are therefore equal at every point where they matter. The integral of $D^2$ over one arm is $D_0^2l/2$. Each kind therefore contributes $D_0^2/(8r)$ per arm, where $r$ is $r_F$ or $r_N$. The total is
\[
\frac{D_0^2}{4r_F}+\frac{D_0^2}{4r_N}
=\frac{D_0^2}{4}\,\frac{r_F+r_N}{r_Fr_N}
=\beta^2J^2\frac{r_Fr_N}{r_F+r_N}=J^2R_s ,
\]
as energy conservation requires. The part released in F is
\[
\frac{1/r_F}{1/r_F+1/r_N}=\frac{r_N}{r_F+r_N}.
\]

Now attach a weak local probe with the same coupling to each spin. It draws no current when its voltage is $V_p=(V_++V_-)/2$, and the expressions for $V_\pm$ give
\[
V_p=W-\tfrac{\beta}{2}D .
\]
This is continuous at the contact. In N, where $\beta=0$, it equals $W$ and follows the bulk line. In F it falls below the bulk line by $\beta D/2$, which grows to $\beta D_0/2=JR_s$ at the contact. This probe thus places the whole extra voltage in F, although part of the extra heat is released in N. A probe that favours one spin would give another division. The heat and the reading at distant terminals do not depend on the choice of local probe.

\subsection*{(g) How large is the effect in a metallic wire?}

\textit{Take $\rho_F=20~\mu\Omega\,$cm, $\beta=0.6$, $l_F=10$ nm, $\rho_N=3~\mu\Omega\,$cm, $l_N=300$ nm, arms of ten diffusion lengths (100 nm and 3000 nm), a wire diameter of 60 nm and $J=1$ MA/cm$^2$ at 300 K. Evaluate the results.}

\textbf{Solution.} A convenient unit of area resistance is m$\Omega\,\mu$m$^2$; one $\mu\Omega\,$cm times one nm is 0.01 of it. Then
\[
r_F=\frac{0.01\times20\times10}{1-0.36}=3.125,\qquad r_N=0.01\times3\times300=9.00,
\]
both in m$\Omega\,\mu$m$^2$, and
\[
R_s=0.36\times\frac{3.125\times9.00}{12.125}=0.835~\mathrm{m}\Omega\,\mu\mathrm{m}^2
=8.35\times10^{-16}~\Omega\,\mathrm{m}^2 .
\]
The wire has a cross-section of $2.83\times10^{-3}~\mu$m$^2$, so the contact adds 0.295 $\Omega$. The bulk arms contribute 20 and 90 m$\Omega\,\mu$m$^2$, and the extra term is 0.8\% of their sum.

At 1 MA/cm$^2$ an area resistance of 1 m$\Omega\,\mu$m$^2$ gives 10 $\mu$V. The extra voltage is thus $JR_s=8.35~\mu$V, and the accumulation is $D_0=2JR_s/\beta=27.8~\mu$V. The spin current at the contact is $0.6\times3.125/12.125=0.155$ of $J$, compared with 0.6 deep in F. Most of the polarization is lost before the current reaches N, because $r_F$ is the smaller of the two resistances.

At the contact the channel voltages lie at the following distances from the bulk lines extended to $x=0$:
\begin{center}
\begin{tabular}{lcc}
 & $V_+$ & $V_-$\\
from the line of F & $+5.57~\mu$V & $-22.27~\mu$V\\
from the line of N & $+13.92~\mu$V & $-13.92~\mu$V
\end{tabular}
\end{center}
Each column describes one continuous voltage measured from two lines. The lines are offset by $13.92-5.57=8.35~\mu$V according to the first column and by $22.27-13.92=8.35~\mu$V according to the second. Of the extra heat, the fraction $9.00/12.125=0.742$ is released in F.

The channel laws can also be solved without the matching argument. Replace each spin by a chain of resistors and each spin-flip process by a rung between the chains, with 2000 cells per arm, and join the chains at both ends. The terminal resistance of this ladder, less the bulk 110 m$\Omega\,\mu$m$^2$, is 0.8350 m$\Omega\,\mu$m$^2$, against 0.8351 from the formula. In the ladder half of the extra heat is ohmic and the fraction 0.742 falls in F, as derived in (f).

\subsection*{(h) What if the contact plane has resistance, or F is thin?}

\textit{Let the plane have channel resistances $2r_b(1\mp\gamma)$ and still flip no spins. Find the total excess. Separately, let F have thickness $t$ and end on an electrode that holds $V_+=V_-$.}

\textbf{Solution.} The voltages now jump by the channel resistance times $J_\pm=(J\pm J_s)/2$:
\begin{equation}
V_\pm(0^-)-V_\pm(0^+)=r_b(1\mp\gamma)(J\pm J_s).
\label{jump}
\end{equation}
Let $D_F$ and $D_N$ be the accumulations on the two sides. The arms still obey $D_F=2r_F(\beta J-J_s)$ and $D_N=2r_NJ_s$. Subtracting the lower-sign equation from the upper gives $D_F-D_N=2r_b(J_s-\gamma J)$. Inserting $D_F$ and $D_N$ and dividing by 2,
\[
r_F(\beta J-J_s)-r_NJ_s=r_b(J_s-\gamma J)
\;\Longrightarrow\;
J_s=J\,\frac{\beta r_F+\gamma r_b}{r_F+r_N+r_b}.
\]
Next add the two equations \eqref{jump}. On the left, $V_++V_-=2W-\beta D$ in F and $2W$ in N. With $S=W(0^-)-W(0^+)$ this reads $2S-\beta D_F=2r_b(J-\gamma J_s)$, so
\[
S=\beta r_F(\beta J-J_s)+r_b(J-\gamma J_s)
=(\beta^2r_F+r_b)J-(\beta r_F+\gamma r_b)J_s ,
\]
and the total excess area resistance is
\begin{equation}
\frac SJ=\beta^2r_F+r_b-\frac{(\beta r_F+\gamma r_b)^2}{r_F+r_N+r_b}.
\label{resistive}
\end{equation}
As $r_b\to0$ the jumps \eqref{jump} vanish, while $S/J$ tends to $\beta^2r_F-\beta^2r_F^2/(r_F+r_N)=R_s$. The spin accumulation term is therefore not a remnant of a small contact resistance.

For $r_b=0.5$ m$\Omega\,\mu$m$^2$ and $\gamma=0.7$, rough values for a metallic contact, \eqref{resistive} gives $1.125+0.5-2.225^2/12.625=1.233$ m$\Omega\,\mu$m$^2$. This exceeds $R_s$ by 48\%.

For the thin ferromagnet, $D$ must vanish at $x=-t$, so
\[
D(x)=D_0\,\frac{\sinh[(x+t)/l_F]}{\sinh(t/l_F)},\qquad
D'(0^-)=\frac{D_0}{l_F\tanh(t/l_F)} .
\]
Compared with the long arm, $r_F$ is replaced by $r_F\tanh(t/l_F)$ in $J_s(0^-)$, and hence in $D_0$ and $R_s$. The terminals still read $W$, because $D=0$ there. For $t=l_F=10$ nm the effective value is $3.125\times0.762=2.38$ m$\Omega\,\mu$m$^2$, and the transparent contact adds 0.678 m$\Omega\,\mu$m$^2$, which is 19\% less than $R_s$. For $t\ll l_F$ the effective value tends to $\rho_Ft/(1-\beta^2)$, the quantity $A$ of part (e) with $L_F=t$.

\subsection*{(i) How far can the numbers be trusted?}

\textit{Estimate the mean free paths, the thermoelectric and heating effects and the nonlinearity for the wire of (g), and set the model beside real wires.}

\textbf{Solution.} \textit{Mean free path.} Local electrochemical potentials require mean free paths well below the diffusion lengths. For free electrons of density $n$, the relation $1/\rho=ne^2\tau/m$ and the Fermi velocity $\hbar k_F/m$ give the path $\hbar k_F/(ne^2\rho)$. With the rough value $n=8\times10^{28}$ m$^{-3}$ this is 23 nm in N, or 0.08 of $l_N$. In F, half the electrons carry the fraction $(1+\beta)/2$ of the conductivity, which multiplies the path of the $+$ channel by $1+\beta$. The result is 5.5 nm, or 0.55 of $l_F$. The diffusion equation is thus well founded in N and marginal in F. The estimate does not tell how much $R_s$ would change in a theory that follows ballistic flight.

\textit{Peltier and Seebeck effects.} If the Seebeck coefficients of the metals differ by $S_c$, the current deposits or removes heat $S_cTJ$ per area at the contact. Let this heat leave through the wire ends, held at $T$. The contact temperature then changes by $\theta=S_cTJ/K$, with $K=\kappa_F/L_F+\kappa_N/L_N$ and thermal conductivities $\kappa$. The Seebeck voltage has magnitude $S_c\theta$. It opposes the current, since the source must supply the power $K\theta^2/T$ that accounts for the entropy produced by heat conduction. This adds the area resistance $S_c^2T/K$. With the Wiedemann--Franz law $\kappa=\mathcal LT/\rho$, $\mathcal L=\frac{\pi^2}{3}(k_B/e)^2=2.44\times10^{-8}$ V$^2$/K$^2$, the temperature cancels:
\[
\frac{S_c^2T}{K}=\frac{S_c^2}{\mathcal L}\,
\frac{\rho_FL_F\,\rho_NL_N}{\rho_FL_F+\rho_NL_N}.
\]
For a rough contrast of 20 $\mu$V/K this is $0.0164\times(20\times90/110)=0.268$ m$\Omega\,\mu$m$^2$, or 32\% of $R_s$. The corresponding voltage is linear in the current, so this resistance does not fade at low $J$. Heat loss through the sides of the wire would reduce it.

\textit{Joule heating.} With the same cooling, Joule heat alone raises the temperature by at most 26 mK. If resistivity is taken as proportional to $T$, this makes the bulk resistance drift by no more than 0.0096 m$\Omega\,\mu$m$^2$, or 1.1\% of $R_s$. The bound is generous. With the Wiedemann--Franz law the temperature rise is a parabola in the accumulated resistance, with peak $U^2/(8\mathcal LT)=21$ mK for the bulk voltage $U=1.1$ mV. Its mean is two thirds of the peak and gives a drift of 0.005 m$\Omega\,\mu$m$^2$, or 0.6\% of $R_s$. The drift grows as $J^2$, and at 10 MA/cm$^2$ it reaches about 60\% of $R_s$. At 1 MA/cm$^2$ the Peltier heat changes the contact temperature by more than this, $\theta=S_cTJ/K=0.13$ K. That change reverses with the current, so its effect on the bulk resistance cancels to first order when the resistances measured for the two current directions are averaged. The same average removes another small term: Joule heat warms the contact by about 12 mK, and for the contrast of 20 $\mu$V/K this gives a Seebeck voltage of about 0.25 $\mu$V, or 3\% of $JR_s$, whose sign does not change with the current.

\textit{Nonlinearity.} The accumulation energy $eD_0$ is about $4\times10^{-6}$ of the free-electron Fermi energy and $10^{-3}$ of $k_BT$, so linear response is a good approximation.

\textit{Comparison with real wires.} The parameters are rough values for a room-temperature multilayer nanowire in which a 3d ferromagnet meets a good normal metal. The 3000 nm normal segment is far longer than the normal layers of giant magnetoresistance multilayers, which are typically nanometres to tens of nanometres thick. In such layers the accumulations of neighbouring contacts overlap, and the formula for one isolated contact does not apply. With the rough values assumed here, the largest of the departures sized at 1 MA/cm$^2$ is the resistance of the contact plane. With the other parameters held fixed, it raises the excess from 0.84 to 1.23 m$\Omega\,\mu$m$^2$. This holds for a plane that flips no spins. Real interfaces between a 3d ferromagnet and copper do flip some, which drains the accumulation and lowers the excess. If the same plane is treated as a thin layer whose thickness is 0.3 of its own spin diffusion length, the channel equations give 0.97 m$\Omega\,\mu$m$^2$, an increase smaller than the thermoelectric term. The order also depends on the materials and on the cooling. The thermoelectric term grows as the square of the Seebeck contrast. For cooling through the ends only and a plane without spin flips, it would be the larger one above about 24 $\mu$V/K, a value that the bulk contrast of cobalt and copper, about 30 $\mu$V/K, exceeds. Heat loss through the sides raises this threshold. A single measured terminal resistance therefore does not give $R_s$ by itself. The bulk resistance, of which $R_s$ is here less than one per cent, and the thermoelectric term have to be separated from it. The contribution of the contact plane depends, by \eqref{resistive}, on both of its channel resistances and not only on their parallel value. The remaining values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
resistivity F, N: 20, 3 uOhm cm
beta: 0.6
spin diffusion length F, N: 10, 300 nm
arm length F, N: 100, 3000 nm
wire diameter: 60 nm; temperature: 300 K
current density: 1 MA/cm^2
wire current: 28.3 uA
r_F: 3.125 mOhm um^2
r_N: 9.000 mOhm um^2
R_s from formula: 0.8351 mOhm um^2
R_s from ladder: 0.8350 mOhm um^2
largest relative error, four other contacts: 8.5e-05
R_s / wire area: 0.295 Ohm
bulk area resistance F, N: 20.0, 90.0 mOhm um^2
extra voltage J R_s: 8.35 uV
V+ - V- at contact: 27.83 uV
J_s/J at contact: 0.1546
At contact, measured from the extended bulk line:
  of F: V+ +5.57 uV, V- -22.27 uV
  of N: V+ +13.92 uV, V- -13.92 uV
excess heat, ohmic fraction: 0.500
excess heat, fraction in F: 0.742
Neglected effects:
contact plane r_b: 0.5 mOhm um^2, gamma: 0.7
  total excess with it: 1.233 mOhm um^2
  change relative to R_s: 48 %
F only 10 nm thick, on spin sink: 0.678 mOhm um^2
  change relative to R_s: -19 %
electron density assumed: 8e+28 m^-3
mean free path N: 22.8 nm, over l_N: 0.08
mean free path F majority: 5.5 nm, over l_F: 0.55
Seebeck contrast assumed: 20 uV/K
Peltier-Seebeck resistance: 0.268 mOhm um^2
  relative to R_s: 32 %
Joule heating, peak bound: 26.1 mK
  bulk resistance drift bound: 0.0096 mOhm um^2
  relative to R_s: 1.1 %
Fermi energy: 6.77 eV
accumulation / Fermi energy: 4.1e-06
accumulation / kT: 1.1e-03
\end{verbatim}
